# Double-Step Electron Distribution in a Diffusive Wire and Its Tunnel Spectrum

## The problem

A metallic wire of length $L$ joins two large reservoirs through transparent contacts. Let $X$ be the distance from the left contact and $x=X/L$. The reservoirs are at temperature $T$, with chemical potentials $\mu_L=eU>0$ on the left and $\mu_R=0$ on the right, where $e>0$. Their occupations are $f_L(E)=f_0(E-eU)$ and $f_R(E)=f_0(E)$, with $f_0(E)=1/(e^{E/k_BT}+1)$. Here $E$ is the total energy, including the electrostatic energy.

Electrons in the wire scatter only from static, short-range disorder, with mean free path $\ell\ll L$.

1. Starting from the Keldysh equation for $G^<$, find the equation obeyed by the disorder-averaged occupation $f(x,E)$, and solve it.
2. Estimate the error made by imposing the reservoir values at the ends of the wire.
3. A superconducting electrode with gap $\Delta$, temperature $T$ and chemical potential $eV$ touches the wire at $x$ through a weak tunnel barrier. Find $dI/dV$, and a way to read the occupation from it.
4. Evaluate the results for $L=2$ µm, $\ell=20$ nm, electron speed $v=10^6$ m/s, $U=0.6$ mV, $T=0.1$ K, $\Delta=0.2$ meV, normal-state tunnel resistance $R_T=50$ kΩ and $x=0.25$. These are round model parameters.

Further assumptions: $k\ell\gg1$, where $k$ is the electron wave number; $L$ is far below the localization length; the side walls reflect specularly; $eU$ is so small against the Fermi energy that the density of states and $v$ are constants.

## Hints

**Hint 1.** For short-range disorder the self-energy is local. Write $G^<$ at coincident points as $i$ times the spectral function times $f$. The Keldysh equation then relates $f$ at one point to $f$ at its neighbours.

**Hint 2.** The weight in that relation is $|G^R|^2$. Find its norm and its second moment, and expand $f$ to second order.

**Hint 3.** Near a contact, some of the neighbours lie in the reservoir, where the occupation is fixed.

**Hint 4.** In the tunnel current, shift the energy so that $V$ appears in the occupation of the wire alone. Then differentiate.

## Solution

### 1. From the Keldysh equation to diffusion

Let the disorder potential have zero mean and correlation $\langle W(\mathbf r)W(\mathbf r')\rangle=w\,\delta(\mathbf r-\mathbf r')$. In the self-consistent Born approximation, justified by $k\ell\gg1$, the self-energies are

$$\Sigma^{R,<}(\mathbf r,\mathbf r';E)=w\,\delta(\mathbf r-\mathbf r')\,G^{R,<}(\mathbf r,\mathbf r;E).$$

The disorder is static, so both sides carry the same energy. The real part of $\Sigma^R$ is a constant shift and is absorbed in the energy. With the density of states per spin $N_0=-\mathrm{Im}\,G^R(\mathbf r,\mathbf r)/\pi$, the imaginary part is $-\pi N_0w$. Setting this equal to $-\hbar/2\tau$ defines the scattering time and gives

$$w=\frac{\hbar}{2\pi N_0\tau}.$$

The Keldysh equation is $G^<=G^R\Sigma^<G^A$. At coincident points, with $G^A(\mathbf r',\mathbf r)=G^R(\mathbf r,\mathbf r')^*$, it reads

$$G^<(\mathbf r,\mathbf r)=\int d^3r'\;w\,|G^R(\mathbf r,\mathbf r')|^2\,G^<(\mathbf r',\mathbf r').$$

The reservoir term is missing here because it is negligible many mean free paths from the contacts; part 2 restores it. The occupation is defined by $G^<(\mathbf r,\mathbf r;E)=2\pi iN_0f(\mathbf r,E)$. The constant $2\pi iN_0$ cancels:

$$f(\mathbf r,E)=\int d^3r'\,K(\mathbf r-\mathbf r')f(\mathbf r',E),\qquad K=w|G^R|^2 .$$

**The kernel.** The averaged Green's function satisfies $(E+i\hbar/2\tau+\hbar^2\nabla^2/2m)G^R=\delta(\mathbf R)$, with $E$ measured here from the band bottom. Hence

$$G^R=-\frac{m}{2\pi\hbar^2}\frac{e^{i\kappa R}}{R},\qquad \kappa^2=\frac{2m}{\hbar^2}\Big(E+\frac{i\hbar}{2\tau}\Big).$$

Write $\kappa=k+i/2\ell$. The imaginary part of $\kappa^2$ is $k/\ell$ on one side and $m/\hbar\tau$ on the other, so $\ell=\hbar k\tau/m=v\tau$. As $R\to0$, $\mathrm{Im}(e^{i\kappa R}/R)\to k$, so $N_0=mk/2\pi^2\hbar^2$. The prefactor of the kernel is therefore

$$w\,\frac{m^2}{4\pi^2\hbar^4}=\frac{\hbar}{2\pi\tau}\,\frac{2\pi^2\hbar^2}{mk}\,\frac{m^2}{4\pi^2\hbar^4}=\frac{m}{4\pi\hbar k\tau}=\frac1{4\pi\ell},$$

and since $|e^{i\kappa R}|^2=e^{-R/\ell}$,

$$K(R)=\frac{e^{-R/\ell}}{4\pi\ell R^2}.$$

This is the probability density for the displacement of a particle that flies in a random direction over an exponentially distributed distance of mean $\ell$. Its moments are

$$\int K\,d^3R=\int_0^\infty\frac{e^{-R/\ell}}{\ell}dR=1,\qquad \int KR^2\,d^3R=\int_0^\infty\frac{R^2e^{-R/\ell}}{\ell}dR=2\ell^2 .$$

Both were confirmed by quadrature over momentum, without use of the real-space form.

**Gradient expansion.** Put $\mathbf r'=\mathbf r+\mathbf s$ and expand $f(\mathbf r')$ to second order. The linear term vanishes because $K$ is isotropic. For the same reason $\int K s_is_j\,d^3s=\tfrac13\delta_{ij}\,2\ell^2$. Thus

$$f=f+\frac12\cdot\frac{2\ell^2}{3}\nabla^2f .$$

The terms without gradients cancel. Division of the remainder by $\tau$ gives the kinetic equation

$$D\,\nabla^2f(\mathbf r,E)=0,\qquad D=\frac{\ell^2}{3\tau}=\frac{v\ell}{3}.$$

A specular side wall reverses the transverse part of a flight and leaves its $X$ part unchanged. An occupation that depends on $X$ alone is therefore consistent, and $\partial^2f/\partial x^2=0$ at each energy.

**Solution.** The general solution is $f=a(E)+b(E)x$. The conditions $f=f_L$ at $x=0$ and $f=f_R$ at $x=1$ give $a=f_L$ and $b=f_R-f_L$, so

$$\boxed{f(x,E)=(1-x)f_0(E-eU)+x\,f_0(E)}$$

For $k_BT\ll eU$ this falls from 1 to $1-x$ near $E=0$, and from $1-x$ to 0 near $E=eU$. At an energy on the plateau, filled states arrive from the left reservoir and empty ones from the right. The value $1-x$ is the share of the local states filled from the left. Elastic scattering mixes directions but cannot move an electron to another energy, so the two steps stay as sharp as those of the reservoirs.

The linear law was also tested without the Born approximation. On a disordered square lattice of $30\times36$ sites, $G^R\Sigma^<G^A$ was computed with reservoir self-energies alone and averaged over 120 samples. Away from the ends, the share filled from the left departs from a fitted straight line by at most 0.005. The fitted slope against $x$ is about $-0.84$ (it varies by about 0.01 between sets of 120 samples) rather than $-1$, so this test confirms the straight line but not the end values, which are the subject of part 2. Without disorder the share is 0.5 all along the wire: it is the scattering that produces the slope.

### 2. The error at the contacts

Within a few $\ell$ of a contact the gradient expansion fails, and the integral equation must be kept. First integrate $K$ over the transverse plane. With $R^2=X^2+\rho^2$ and $\rho\,d\rho=R\,dR$,

$$\int_{|X|}^\infty 2\pi R\,\frac{e^{-R/\ell}}{4\pi\ell R^2}\,dR=\frac1{2\ell}E_1\!\Big(\frac{|X|}{\ell}\Big),\qquad E_n(z)=\int_1^\infty\frac{e^{-zt}}{t^n}dt .$$

A transparent contact admits electrons from all incoming directions with the reservoir occupation. This is equivalent to setting $f=f_L$ throughout $X<0$. Since $dE_2/dz=-E_1$, that region contributes $\tfrac12E_2(X/\ell)f_L$.

Let $p(X)$ be the share filled from the left, so that $f=p\,f_L+(1-p)f_R$. The right reservoir contributes nothing to $p$, and

$$p(X)=\int_0^L\frac{dX'}{2\ell}E_1\!\Big(\frac{|X-X'|}{\ell}\Big)p(X')+\frac12E_2\!\Big(\frac X\ell\Big).$$

Away from the ends $p$ is again a straight line. By mirror symmetry it equals $\tfrac12$ at the centre. If it reaches 1 at a distance $z_0$ outside the wire, then

$$p(X)=\frac{L-X+z_0}{L+2z_0}.$$

For a long wire the equation near one end contains no length but $\ell$, so $z_0$ is proportional to $\ell$. Numerical solution for $L/\ell=25$, 50 and 100 gives $z_0=0.71\,\ell$ in all three cases (the grid of 20 cells per mean free path does not fix the third digit). The largest difference between $p$ and $1-x$ is 0.025, 0.013 and 0.007 respectively, below $\ell/L$ each time. The boxed result is thus the leading term for $\ell\ll L$. Contacts with appreciable resistance would need different boundary conditions.

### 3. The tunnel spectrum

**Current.** Let $I$ be $e$ times the net rate at which electrons pass from probe to wire. To lowest order in the tunnel amplitude, the contribution of each energy is proportional to $G^>_{w}G^<_{p}-G^<_{w}G^>_{p}$, with subscripts for wire and probe. With spectral functions $A$, and with $G^<=iAf$ and $G^>=-iA(1-f)$,

$$G^>_{w}G^<_{p}-G^<_{w}G^>_{p}=A_wA_p\big[(1-f)f_p-f(1-f_p)\big]=A_wA_p\,(f_p-f).$$

The first product counts a filled probe state facing an empty wire state, and the second the reverse. No equilibrium in the wire was assumed. Against an exact three-terminal calculation for a chain, with a tunnel amplitude of 0.02 of the hopping, this formula differs from the exact current by $3\times10^{-4}$ of that current (one energy, one disorder sample, normal probe).

For two normal electrodes in equilibrium, $\int(f_p-f)\,dE=eV$. The current must then be $V/R_T$, so the prefactor is $1/eR_T$. In a superconducting probe the density of states is multiplied by

$$n_S(\varepsilon)=\frac{|\varepsilon|}{\sqrt{\varepsilon^2-\Delta^2}}\quad(|\varepsilon|>\Delta),\qquad n_S=0\quad(|\varepsilon|<\Delta),$$

with $\varepsilon=E-eV$ measured from the chemical potential of the probe. Therefore

$$I(V)=\frac1{eR_T}\int d\varepsilon\;n_S(\varepsilon)\,\big[f_0(\varepsilon)-f(x,\varepsilon+eV)\big].$$

Processes that transfer electron pairs are of higher order in the tunnel amplitude and are left out. $R_T$ must also be large enough for the probe not to disturb the wire.

**Conductance.** Only the last term depends on $V$, and its derivative brings down a factor $e$:

$$\frac{dI}{dV}=\frac1{R_T}\int d\varepsilon\;n_S(\varepsilon)\Big[-\frac{\partial f}{\partial E}(x,\varepsilon+eV)\Big].$$

Now insert the double step. Its first term has the argument $\varepsilon+e(V-U)$ and its second $\varepsilon+eV$. With the equilibrium conductance

$$G_0(V)=\frac1{R_T}\int d\varepsilon\;n_S(\varepsilon)\big[-f_0'(\varepsilon+eV)\big],$$

the result is

$$\boxed{\frac{dI}{dV}=(1-x)\,G_0(V-U)+x\,G_0(V)}$$

The superconductor differentiates between energies because its density of states depends on energy; the singularities at the gap edges make the resulting features sharp. Each step of $f$ produces its own copy of the gap spectrum, weighted by the height of the step.

**Low temperature.** As $T\to0$, $-f_0'$ becomes a delta function and $G_0(V)=n_S(eV)/R_T$. The spectrum has singularities at $eV=\pm\Delta$ with weight $x$ and at $eV=eU\pm\Delta$ with weight $1-x$.

At finite $T$, consider a voltage inside the gap with $\Delta-e|V|\gg k_BT$, and not so near zero that both edges matter. The nearer edge dominates. There $n_S\simeq\sqrt{\Delta/2s}$, where $s$ is the energy beyond the edge, and $-f_0'\simeq e^{-(s+\Delta-e|V|)/k_BT}/k_BT$. Since $\int_0^\infty s^{-1/2}e^{-s/k_BT}ds=\sqrt{\pi k_BT}$,

$$R_TG_0(V)\simeq\sqrt{\frac{\pi\Delta}{2k_BT}}\;e^{-(\Delta-e|V|)/k_BT}.$$

At $V=0$ both edges contribute equally, which doubles the result. It remains exponentially small.

**Reading the occupation.** Both $n_S$ and $f_0'$ are even, so $G_0(-U)=G_0(U)$. Write $G(V)$ for the measured $dI/dV$. Then

$$G(0)=(1-x)G_0(U)+xG_0(0),\qquad G(U)=(1-x)G_0(0)+xG_0(U).$$

Neglecting $G_0(0)$, we obtain

$$x\simeq\frac{G(U)}{G(0)+G(U)} .$$

This needs $G_0(0)\ll G_0(U)$, which holds for $k_BT\ll\Delta$ and $eU>\Delta$. If $eU$ lies well inside the gap, $G_0(U)$ is itself exponentially small. The ratio may still be correct, but both conductances nearly vanish and it is hard to measure.

### 4. Numbers

**The wire.** The diffusion constant is $D=(10^6)(20\times10^{-9})/3=6.67\times10^{-3}$ m²/s. The diffusion time is $L^2/D=(2\times10^{-6})^2/(6.67\times10^{-3})=0.60$ ns. The boxed occupation requires an inelastic scattering time much longer than this. In a real metal wire this is only roughly met at such a bias. For a cross-section of a few thousand nm², the screened Coulomb interaction gives a rate of energy transfers above $k_BT$ of order 0.1–0.4 per diffusion time, which rounds the steps. Joule heat can also raise thin-film reservoirs to a few tenths of a kelvin, which lowers and broadens the peaks. The numbers below are for the ideal model, with no energy exchange and reservoirs held at $T$.

**The occupation.** With $k_BT=0.0086$ meV, the steps at 0 and 0.6 meV are well separated. On the plateau $f=1-x=0.75$. At $E=0$ the right reservoir is half filled, so $f=0.75+0.25/2=0.875$. At $E=eU$ the left one is half filled, so $f=0.75/2=0.375$.

The contact correction uses $z_0=0.71\times20=14.2$ nm:

$$p=\frac{2000-500+14.2}{2000+28.4}=0.7465 .$$

The plateau is lowered by 0.0035. The spectra below use the uncorrected weights.

**Conductance at the two reading points.** Here $1/R_T=20$ µS and $n_S(0.6\text{ meV})=0.6/\sqrt{0.36-0.04}=1.061$. Thus

$$G(0)=0.75\times1.061\times20=15.9\ \text{µS},\qquad G(U)=0.25\times1.061\times20=5.3\ \text{µS}.$$

The full thermal integral gives the same values, and $5.30/(15.91+5.30)=0.25$ returns the position. With the contact correction, the reading would be $1-0.7465=0.2535$, an error of about 7 nm in position.

**The peaks.** The computed spectrum has four:

| $V$ (mV) | $dI/dV$ (µS) |
|---|---|
| −0.21 | 29.5 |
| 0.21 | 31.5 |
| 0.39 | 47.8 |
| 0.81 | 47.1 |

Each lies 0.01 mV outside its gap edge. Near an edge, $n_S\propto s^{-1/2}$ has no energy scale of its own, so thermal smearing shifts the maximum by a number times $k_BT$; for a pure $s^{-1/2}$ edge the number is 1.11. Here the shift is $0.010/0.0086\approx1.2$, slightly larger because $n_S$ departs from $s^{-1/2}$ away from the edge and each peak stands on the sloping tail of the other copy.

The heights are not in the ratio $1:3$, because each peak stands on the tail of the other copy. At 0.21 mV the tail of the left copy is $0.75\times20\times n_S(0.39\text{ meV})=17.5$ µS, which leaves 14.0 µS. At 0.39 mV the tail of the right copy is $0.25\times20\times n_S(0.39\text{ meV})=5.8$ µS, which leaves 42.0 µS. The ratio of the remainders is 3, as the weights require.

**Between the inner peaks and $U$.** At 0.45 mV the right copy gives $5\times n_S(0.45\text{ meV})=5.58$ µS, while the computed value is 5.86 µS. This voltage lies 0.15 mV from the centre of the left copy, hence 0.05 meV inside its gap. The activated formula gives $15\times6.04\times e^{-5.80}=0.27$ µS, which accounts for the difference.

## Variation 1: a normal-metal probe

*Would a probe with a constant density of states reveal the two steps?*

Set $n_S=1$. For any shift $a$,

$$\int d\varepsilon\,[f_0(\varepsilon)-f_0(\varepsilon+a)]=a,$$

because the integral vanishes at $a=0$ and its derivative with respect to $a$ is $-\int f_0'\,d\varepsilon=1$. The two parts of the double step have shifts $eV-eU$ and $eV$. Hence

$$I=\frac{(1-x)(eV-eU)+x\,eV}{eR_T}=\frac{V-(1-x)U}{R_T}.$$

The conductance is $1/R_T$ at every voltage. The probe measures the local chemical potential $(1-x)eU$ and nothing about the shape of $f$. At $V=0.1$ mV the current is $(0.1-0.45)/50$ mV/kΩ $=-7.0$ nA. A single Fermi function with the same chemical potential gives the same current.

## Variation 2: strong electron–electron scattering

*Suppose that electrons exchange energy rapidly among themselves but lose none to the lattice. How does the spectrum change?*

The collisions force $f$ into a Fermi function with local $\mu(x)$ and $T_e(x)$. They add a collision term to the diffusion equation at each energy, but this term vanishes when integrated over $E$ with weight 1 (particle number) or $E$ (energy). With $\theta$ the unit step function, the two quantities

$$\int dE\,[f-\theta(-E)]=\mu,\qquad \int dE\,E\,[f-\theta(-E)]=\frac{\mu^2}2+\frac{\pi^2}6(k_BT_e)^2$$

therefore still have zero second derivative in $x$. In the second, $\mu^2/2$ comes from moving a sharp step from 0 to $\mu$. The thermal term is $2\int_0^\infty y\,dy/(e^{y/k_BT_e}+1)$.

Linear interpolation between the reservoirs gives $\mu=(1-x)eU$ and

$$\frac{\mu^2}2+\frac{\pi^2}6(k_BT_e)^2=(1-x)\frac{(eU)^2}2+\frac{\pi^2}6(k_BT)^2 .$$

Since $(1-x)-(1-x)^2=x(1-x)$,

$$(k_BT_e)^2=(k_BT)^2+\frac{3}{\pi^2}\,x(1-x)(eU)^2 .$$

At $x=0.25$ this is $0.00007+0.0205=0.0206$ meV², so $k_BT_e=0.143$ meV and $T_e=1.67$ K. The double step has the same density and the same energy, since both are fixed by the same linear interpolation; it differs in shape alone.

The probe shows the difference. The hot-electron spectrum is one broad gap structure, symmetric about 0.45 mV, with two maxima of 21.5 µS at −0.07 and 0.97 mV. At its centre the conductance is 13.6 µS, against 5.9 µS for the double step. The reading rule of part 3 would give $15.9/(21.4+15.9)=0.43$ instead of 0.25. The rule therefore presupposes the double step. Four peaks alone do not establish it: they show that part of the occupation still has sharp steps, not that energy exchange is negligible. The whole spectrum should agree with the boxed formula of part 3 for a single value of $x$. The numerical output below lists both conductances at 0, 0.45 and 0.60 mV, and the peaks of each spectrum.

## Computed results

```
TESTS OF THE KINETIC EQUATION
kernel norm (expected 1): 1.000000
kernel second moment / path^2: 2.000000
slab L/path=25: z0/path=0.7109, max deviation=0.02469
slab L/path=50: z0/path=0.7109, max deviation=0.01306
slab L/path=100: z0/path=0.7109, max deviation=0.00676
lattice wire: 30 x 36 sites, 120 samples
lattice energy, disorder width (hopping): -0.5, 2.0
lattice slope of f against x: -0.833
largest departure from straight line: 0.0049
clean wire, f at middle: 0.5000
weak-probe formula, relative error: 2.6e-04
WORKED EXAMPLE
wire length: 2.0 um; mean free path: 20 nm
electron speed: 1.0e+06 m/s
diffusion constant: 6.667e-03 m^2/s
diffusion time L^2/D: 0.600 ns
U: 0.6 mV; T: 0.1 K; kT: 0.00862 meV
gap: 0.2 meV; R_T: 50 kOhm; 1/R_T: 20.0 uS
x: 0.25; local chemical potential: 0.450 meV
f(x,E) at E=0.0 meV: 0.8750
f(x,E) at E=0.3 meV: 0.7500
f(x,E) at E=0.6 meV: 0.3750
plateau with contact correction: 0.7465
SUPERCONDUCTING PROBE, DOUBLE STEP
peak at V=-0.210 mV: 29.47 uS
peak at V=0.210 mV: 31.49 uS
peak at V=0.390 mV: 47.82 uS
peak at V=0.810 mV: 47.14 uS
dI/dV at V=0.00 mV: 15.912 uS
dI/dV at V=0.45 mV: 5.861 uS
dI/dV at V=0.60 mV: 5.304 uS
x recovered from dI/dV at 0 and U: 0.25000
largest error of superposition formula: 2.3e-04 uS
HOT-ELECTRON COMPARISON
kT_e: 0.1435 meV; T_e: 1.665 K
peak at V=-0.066 mV: 21.51 uS
peak at V=0.966 mV: 21.51 uS
dI/dV at V=0.00 mV: 21.404 uS
dI/dV at V=0.45 mV: 13.590 uS
dI/dV at V=0.60 mV: 15.906 uS
energy moment, double step: 0.033872 meV^2
energy moment, hot electrons: 0.033872 meV^2
normal probe at V=0.1 mV, double step: -7.0000 nA
normal probe at V=0.1 mV, hot electrons: -7.0000 nA
```
